# Partial-wave energy increments of helium and the electron-electron cusp

## Definitions and conventions

The system is a helium atom with a fixed point nucleus of charge $Z=2$, in its singlet ground state, without relativity. Hartree atomic units are used. The Hamiltonian is

$$H=-\tfrac12(\nabla_1^2+\nabla_2^2)-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}} .$$

The spatial wave function is real, symmetric under exchange of the electrons, and normalized by $\int\psi^2\,d^3r_1d^3r_2=1$. For total angular momentum zero it depends on $r_1$, $r_2$ and the angle $\theta$ between the position vectors, so

$$\psi=\sum_{l=0}^{\infty}f_l(r_1,r_2)\,P_l(\cos\theta).$$

In the term $l$ both electrons carry orbital angular momentum $l$. A subscript $l$ on any function of the two positions denotes its coefficient of $P_l$ in the same way.

Let $E_L$ be the lowest energy, and $\Phi_L$ the normalized eigenfunction, when only $l=0,\dots,L$ are allowed and the radial functions are otherwise free. The increment is $\Delta E_L=E_L-E_{L-1}$, which is negative because adding a partial wave enlarges the variational space. Put $\lambda=L+\tfrac12$, or $\lambda=l+\tfrac12$ for a general wave. The result is

$$\Delta E_L\simeq-\frac{C}{\lambda^4},\qquad C=6\pi^2\int_0^\infty\psi(r,r,0)^2\,r^5\,dr\approx0.0742 ,$$

for $L\to\infty$. Here $\psi(r,r,0)$ is the wave function with both electrons at the same point, a distance $r$ from the nucleus. The number $0.0742$ hartree is a limiting coefficient; at finite $L$ the product $\lambda^4|\Delta E_L|$ differs from it.

## The estimate on the back of an envelope

When the electrons meet, the repulsion $1/r_{12}$ diverges while the total energy stays finite. The kinetic energy must supply the opposite divergence. Try $\psi\approx\psi(r,r,0)(1+c\,r_{12})$. Since $\nabla_1^2r_{12}=\nabla_2^2r_{12}=2/r_{12}$,

$$-\tfrac12(\nabla_1^2+\nabla_2^2)\,c\,r_{12}=-\frac{2c}{r_{12}},$$

and cancellation against $1/r_{12}$ requires $c=\tfrac12$. The wave function therefore has a conical point, the cusp, at $r_{12}=0$.

Polynomials $P_l$ with $l\le L$ resolve angles down to about $1/L$, hence distances down to about $r/L$. Inside a ball $r_{12}<r/L$ the truncated function is rounded off. The kinetic energy density carried by the cusp term is

$$\tfrac12\left(|\nabla_1\tfrac12r_{12}|^2+|\nabla_2\tfrac12r_{12}|^2\right)\psi(r,r,0)^2=\tfrac14\psi(r,r,0)^2,$$

because each gradient has length $\tfrac12$. Take this as the size of the energy error per unit volume in the ball. Integrating over the ball and over the position of the pair gives

$$E_L-E\sim\int_0^\infty4\pi r^2dr\;\frac{4\pi}{3}\frac{r^3}{L^3}\;\frac{\psi(r,r,0)^2}{4}=\frac{4\pi^2}{3L^3}\int_0^\infty\psi(r,r,0)^2r^5dr .$$

The difference between successive $L$ is minus the derivative of $L^{-3}$, up to higher orders, so

$$|\Delta E_L|\sim\frac{4\pi^2}{L^4}\int_0^\infty\psi(r,r,0)^2r^5dr .$$

The estimate gives the fourth power and the weight $r^5$: two powers of $r$ come from the shell where the pair sits and three from the volume that is not resolved. The prefactor depends on the arbitrary radius of the ball. The derivation below replaces $4\pi^2$ by $6\pi^2$.

## An identity for the increment

Split $\Phi_L=P\Phi_L+Q_L\Phi_L$, where $P$ keeps the waves $l\le L-1$ and $Q_L$ keeps the wave $L$. Evaluate $\langle\Phi_{L-1}|H|\Phi_L\rangle$ in two ways. Since $\Phi_{L-1}$ lies in the space in which $\Phi_L$ is an eigenfunction, the element equals $E_L\langle\Phi_{L-1}|\Phi_L\rangle$. Acting to the left on the two parts separately gives

$$E_{L-1}\langle\Phi_{L-1}|\Phi_L\rangle+\langle\Phi_{L-1}|H|Q_L\Phi_L\rangle .$$

The one-electron terms conserve $l$ and do not connect $\Phi_{L-1}$ to the wave $L$. Only the repulsion remains, and

$$\Delta E_L=\frac{\langle\Phi_{L-1}|\,1/r_{12}\,|Q_L\Phi_L\rangle}{\langle\Phi_{L-1}|\Phi_L\rangle}.$$

No large-$L$ approximation has been made. The task is to find the wave $L$ of $\Phi_L$ near coalescence.

## The cusp, wave by wave

The kinetic energy is diagonal in $l$; call its radial form $T_l$. Projecting the cusp cancellation on $P_l$ gives

$$T_l\,\tfrac12(r_{12})_l=-(1/r_{12})_l .$$

In the truncated problem the wave $L$ obeys

$$\Big(T_L-\frac Z{r_1}-\frac Z{r_2}-E_L\Big)f_L=-\Big(\frac{1}{r_{12}}\Phi_L\Big)_L .$$

For large $L$ the important region has $r_{12}\sim r/\lambda$. There $T_L$ is of order $\lambda^2/r^2$ and outweighs the nuclear attraction and the energy. On the right, $\Phi_L$ may be replaced by $\psi(r,r,0)$, since its cusp part is smaller by a factor of order $r/\lambda$. Comparison of the two equations gives

$$f_L\simeq\tfrac12\,\psi(r,r,0)\,(r_{12})_L ,\qquad r=\sqrt{r_1r_2}.$$

This is a leading-order argument, not a rigorous error bound. It assumes that regions where $r/\lambda$ is not small contribute little, as the decay of $\psi$ at large $r$ suggests.

The component $(r_{12})_l$ follows from $r_{12}=r_{12}^2\times(1/r_{12})$. Let $r_<$ and $r_>$ be the smaller and larger radius. Then

$$r_{12}=(r_<^2+r_>^2-2r_<r_>\cos\theta)\sum_n\frac{r_<^n}{r_>^{n+1}}P_n(\cos\theta).$$

By $(2n+1)xP_n=(n+1)P_{n+1}+nP_{n-1}$, the product $xP_{l-1}$ contains $P_l$ with weight $l/(2l-1)$, and $xP_{l+1}$ contains it with weight $(l+1)/(2l+3)$. Collecting equal powers,

$$(r_{12})_l=\frac{r_<^{l+2}}{r_>^{l+1}}\Big[1-\frac{2l+2}{2l+3}\Big]+\frac{r_<^{l}}{r_>^{l-1}}\Big[1-\frac{2l}{2l-1}\Big]$$

$$\phantom{(r_{12})_l}=\frac{1}{2l+3}\frac{r_<^{l+2}}{r_>^{l+1}}-\frac{1}{2l-1}\frac{r_<^{l}}{r_>^{l-1}} .$$

Now set $r_<=re^{-t/2}$ and $r_>=re^{t/2}$ with $t\ge0$. The powers combine to

$$\Big(\frac1{r_{12}}\Big)_l=\frac{e^{-\lambda t}}{r},\qquad(r_{12})_l=\frac r2e^{-\lambda t}\Big[\frac{e^{-t}}{\lambda+1}-\frac{e^{t}}{\lambda-1}\Big].$$

On a common denominator the second expression becomes

$$(r_{12})_l=-\,r\,e^{-\lambda t}\,\frac{\lambda\sinh t+\cosh t}{\lambda^2-1}\simeq-\frac r\lambda\Big(t+\frac1\lambda\Big)e^{-\lambda t},$$

where the last form uses $t\sim1/\lambda$ and $\lambda\gg1$. Each component with $l\ge1$ is negative: higher waves reduce the probability that the electrons meet.

## The coefficient

At leading order $\Phi_{L-1}$ in the identity is also replaced by $\psi(r,r,0)$, and the overlap by 1. The angular integral of $P_L^2$ over both directions is $(4\pi)^2/(2L+1)=8\pi^2/\lambda$. For the radial integral let $\tau=\ln(r_1/r_2)$, so that $r_1=re^{\tau/2}$, $r_2=re^{-\tau/2}$ and $t=|\tau|$. The Jacobian is

$$\left|\frac{\partial(r_1,r_2)}{\partial(r,\tau)}\right|=\left|-\frac r2-\frac r2\right|=r ,$$

and $r_1^2r_2^2\,dr_1dr_2=r^5\,dr\,d\tau$. Both signs of $\tau$ contribute equally. The $\tau$ integral of the product of $(1/r_{12})_L$ and $\tfrac12(r_{12})_L$ is

$$2\int_0^\infty\frac{e^{-\lambda t}}{r}\left[-\frac{r}{2\lambda}\Big(t+\frac1\lambda\Big)e^{-\lambda t}\right]dt=-\frac1\lambda\Big(\frac1{4\lambda^2}+\frac1{2\lambda^2}\Big)=-\frac3{4\lambda^3}.$$

Therefore

$$\Delta E_L\simeq\frac{8\pi^2}{\lambda}\Big(-\frac3{4\lambda^3}\Big)\int_0^\infty\psi(r,r,0)^2r^5dr=-\frac{6\pi^2}{\lambda^4}\int_0^\infty\psi(r,r,0)^2r^5dr .$$

One factor $1/\lambda$ comes from the angular average and three from the narrow range of $t$ and the small amplitude of the wave.

The sign of the first correction can also be found. With the cusp part retained, the repulsion multiplies $1+\tfrac12r_{12}$ with the high waves of $r_{12}$ removed. The complete product $\tfrac12r_{12}/r_{12}=\tfrac12$ has no component $L\ge1$. What remains is minus the contribution of the removed waves. Those waves are negative, the components of $1/r_{12}$ are positive, and the projection of $P_kP_l$ on $P_L$ is never negative. The coupling is thus strengthened, by a relative amount of order $r/\lambda$. The scaled increment should approach $C$ from above, with a first correction proportional to $1/\lambda$.

For a triplet state $\psi(r,r,0)=0$, and this $\lambda^{-4}$ term vanishes.

## A second case with a known density

Let two electrons occupy the hydrogenic $1s$ orbital and treat $1/r_{12}$ in second order. The first-order wave $l$ has the same leading equation as above, with the unperturbed function as source, so the same coefficient formula applies. With $\psi=(Z^3/\pi)e^{-Z(r_1+r_2)}$,

$$C_{\rm hyd}=6\pi^2\,\frac{Z^6}{\pi^2}\int_0^\infty e^{-4Zr}r^5dr=\frac{6Z^6\cdot120}{(4Z)^6}=\frac{45}{256}\approx0.1758 .$$

The charge cancels. Replacing $Z$ by a screened charge in this product would not change the coefficient. The smaller helium value therefore requires a change in the form of the pair function, not just in its size.

The second-order energies for $l\ge1$ can be computed directly. Let $e_i$ be the orbital energies for angular momentum $l$ and $v_{ij}$ the radial integral of $r_<^l/r_>^{l+1}$ between $1s1s$ and the pair $ij$. Then

$$\varepsilon_l=-\frac1{2l+1}\sum_{ij}\frac{v_{ij}^2}{e_i+e_j-2e_{1s}} .$$

With 99 radial functions, built from B-splines as described below, a least-squares fit of $\lambda^4|\varepsilon_l|$ for $l=4$ to 10 to a constant plus terms in $\lambda^{-2}$ and $\lambda^{-4}$ gives the constant $0.1757$.

This problem also shows what happens without a cusp. Replace $1/r_{12}$ by $1/\sqrt{r_{12}^2+a^2}$ with $a=0.5$ bohr. The repulsion is then finite at $r_{12}=0$, and no conical point is needed to cancel it. Between $l=5$ and $l=10$ the second-order increment falls from $1.75\times10^{-6}$ to $4.7\times10^{-9}$ hartree in magnitude, against $1.85\times10^{-4}$ to $1.43\times10^{-5}$ hartree for the Coulomb repulsion. The mean decay exponent, $\ln(\varepsilon_5/\varepsilon_{10})/\ln(10.5/5.5)$, is $9.2$ with softening and $3.96$ without it. At this order, the slow decay is tied to the singularity that creates the cusp.

## Increments from B-spline configuration interaction

B-splines are piecewise polynomials, each nonzero on only a few neighbouring cells. Here they have degree 5 on 36 cells, which are nearly uniform close to the nucleus and grow exponentially farther out, in a box of radius 10 bohr. Functions that do not vanish at the ends are dropped, leaving 39 radial functions for each $l$. The wave function is expanded in all symmetric products of these functions. With normalized angular functions $\sqrt{2l+1}\,P_l/(4\pi)$, each multipole $r_<^k/r_>^{k+1}$ of the repulsion carries the factor

$$\sqrt{(2l+1)(2l'+1)}\;\tfrac12\int_{-1}^1P_lP_kP_{l'}\,dx .$$

The lowest eigenvalue is found iteratively for each $L$ from 0 to 10.

A fixed radial basis resolves the region $t\sim1/\lambda$ less well as $l$ grows. The missing share is estimated from the hydrogenic problem: the CI increment is multiplied by the ratio of $\varepsilon_l$ with 99 functions to $\varepsilon_l$ with 39. This ratio is $1.0002$ at $l=4$ and $1.0079$ at $l=10$. For the last wave,

$$|\Delta E_{10}|=6.300\times10^{-6}\times1.0079=6.350\times10^{-6}\ \text{hartree},$$

$$\lambda^4|\Delta E_{10}|=10.5^4\times6.350\times10^{-6}=0.0772\ \text{hartree}.$$

The corrected increments, in hartree, are:

| $l$ | $\Delta E_l$ | $\lambda^4\lvert\Delta E_l\rvert$ |
|---|---|---|
| 1 | $-2.149\times10^{-2}$ | 0.1088 |
| 2 | $-2.251\times10^{-3}$ | 0.0879 |
| 4 | $-1.975\times10^{-4}$ | 0.0810 |
| 6 | $-4.418\times10^{-5}$ | 0.0789 |
| 8 | $-1.490\times10^{-5}$ | 0.0778 |
| 10 | $-6.350\times10^{-6}$ | 0.0772 |

The borrowed factor slightly overcorrects the high waves. A radially converged basis gives $|\Delta E_6|=4.417\times10^{-5}$ and $|\Delta E_{10}|=6.343\times10^{-6}$ hartree, the latter $0.11\%$ below the table, with scaled value $0.0771$. The scaled values fall slowly toward a constant, from above, as the sign argument requires. Their mean decay exponent between $l=5$ and $l=10$ is $4.05$. A least-squares fit over $l=4$ to 10 gives

$$\lambda^4|\Delta E_l|\approx0.0747+\frac{0.024}{\lambda}+\frac{0.019}{\lambda^2}\ \text{hartree}.$$

The last two coefficients describe this range of $l$; they also absorb omitted higher powers and are not derived values. Radially converged increments through $l=14$, fitted with more terms, put the $1/\lambda$ coefficient near $0.031$ hartree.

## Comparison with the cusp

The coalescence integral comes from a separate variational calculation. With $s=r_1+r_2$, $t'=r_1-r_2$ and $u=r_{12}$, the trial function is

$$\psi=e^{-2s}\sum_{i+j+k\le6}c_{ijk}\,s^i\,t'^j\,u^k,\qquad j\ \text{even}.$$

It has 50 linear coefficients, found by minimizing the energy, with the integrals done by Gauss quadrature. The cusp slope is not imposed. At $r=0.8$ bohr the minimization gives $(\partial\psi/\partial r_{12})/\psi=0.500$ at coalescence, in agreement with $c=\tfrac12$. Closer to the nucleus this small basis meets the condition less well: the slope is $0.491$ at $r=0.4$ bohr and $0.472$ at $r=0.2$ bohr, where the weight $r^5$ is small. Setting $s=2r$, $t'=u=0$ gives

$$\int_0^\infty\psi(r,r,0)^2r^5dr=1.2538\times10^{-3},$$

$$C=59.218\times1.2538\times10^{-3}=0.0742\ \text{hartree}=2.02\ \text{eV}.$$

The last digit of the integral is not converged: with 372 terms it becomes $1.2535\times10^{-3}$, a shift of $0.03\%$ that leaves $C=0.0742$ unchanged. The constant fitted to the increments is $0.6\%$ above this value. Part of the excess is residual radial error, amplified by the fit; repeating the CI with 24 cells changes the corrected increments by up to $0.4\%$. With radially converged increments the same three-term fit gives $0.0744$, still $0.25\%$ high. That remainder comes from the omitted powers of $1/\lambda$: a four-term fit over $l=4$ to 14 gives $0.0742$. The tabulated increments alone fix the coefficient only to about $0.075$. The envelope estimate, with $4\pi^2$, would give $0.0495$ hartree, two thirds of the derived coefficient.

The partial waves themselves can be compared too. At $r_1=r_2=0.80$ bohr, the CI amplitude $f_l$ divided by $\tfrac12\psi(r,r,0)(r_{12})_l$ is $0.962$, $0.981$, $0.987$ and $0.988$ for $l=4$, 6, 8 and 10. The cusp thus accounts for the amplitudes of the high waves to within a few percent. These point values are not converged in the spline basis, which resolves the kink at $r_1=r_2$ poorly. A radially converged basis with $L=10$ gives $0.963$, $0.986$, $0.998$ and $1.008$, higher by up to $0.02$. The last wave then exceeds the cusp value, as the strengthened coupling in the truncated problem suggests; with $L=14$ the ratio for $l=10$ is $0.998$.

## What the law says about convergence

Summing the leading increments beyond $L$, with the sum replaced by an integral from $\lambda=L+1$, gives

$$E_L-E\simeq\int_{L+1}^{\infty}\frac{C}{\lambda^4}\,d\lambda=\frac{C}{3(L+1)^3}.$$

For $L=10$ this is $0.0742/3993=1.86\times10^{-5}$ hartree. The full fitted expression, summed over $l>10$, gives $1.91\times10^{-5}$ hartree. The corrected CI energy through $l=10$ is $-2.903705$ hartree. Subtracting the fitted tail gives $-2.903724$ hartree, or $-79.014$ eV. The 50-term function gives $-2.903723$ hartree. Its energy is a variational upper bound within this model, so a slightly lower extrapolated value is no contradiction; the extrapolated value is not itself a bound. Both leave out nuclear motion, relativity and radiative effects.

To bring the leading truncation error down to $10^{-6}$ hartree without extrapolation, one needs

$$L+1\approx\left(\frac{0.0742}{3\times10^{-6}}\right)^{1/3}\approx29 .$$

The radial basis would have to grow as well, since the region to be resolved narrows as $1/\lambda$. A function containing $r_{12}$ explicitly can represent the conical point directly. The 50-term function used here comes within about $2\times10^{-6}$ hartree of the extrapolated energy.
